# Why a Strongly Excited Metal Takes Longer to Cool Its Electrons

A model gold film, 20 nm thick and initially at 300 K, absorbs a short laser pulse of 0.01 mJ/cm². The excess temperature of its electrons falls to 1/e of its initial value in 1.15 ps. With 0.20 mJ/cm² the same fall takes 3.31 ps, 2.9 times as long. Yet the strongly heated electrons start to cool at 295 K/ps, and the weakly heated ones at only 135 K/ps. The stronger pulse gives faster cooling in kelvin per picosecond and a longer relaxation time.

## What happens

After the pulse the electrons are described by a temperature $T_e$ and the lattice by a temperature $T_l$. Heat passes between them at a rate per volume $G(T_e-T_l)$. With electronic heat capacity $\gamma T_e$ and lattice heat capacity $C_l$, both per volume,

$$\gamma T_e\frac{dT_e}{dt}=-G(T_e-T_l),\qquad C_l\frac{dT_l}{dt}=G(T_e-T_l).$$

This two-temperature model assumes thermalised electrons, uniform heating and no loss from the film. The pulse is taken as instantaneous. It deposits an energy density $U$, the absorbed fluence divided by the thickness, in the electrons. Integrating their heat capacity from the starting temperature $T_i$ gives

$$U=\int_{T_i}^{T_0}\gamma T\,dT=\frac{\gamma}{2}(T_0^2-T_i^2),\qquad T_0=\sqrt{T_i^2+2U/\gamma}.$$

The example uses rough typical values for gold: $\gamma=70$ J/(m³ K²), $G=2.5\times10^{16}$ W/(m³ K) and $C_l=2.5\times10^{6}$ J/(m³ K). For 0.20 mJ/cm², or 2.0 J/m², $U=2.0/(20\times10^{-9})=1.0\times10^8$ J/m³, and $T_0=\sqrt{300^2+2\times10^8/70}=1717$ K.

Below, $T_f$ is the common final temperature and $t_e$ is the time in which $T_e-T_f$ falls to 1/e of its initial value. "Energy loss" is the initial fraction of the excess electron energy lost per unit time. The tail time belongs to the final exponential decay.

| Fluence (mJ/cm²) | $T_0$ (K) | $t_e$ (ps) | Energy loss (1/ps) | Tail (ps) |
|---|---|---|---|---|
| 0.01 | 483 | 1.15 | 0.91 | 0.84 |
| 0.05 | 897 | 1.88 | 0.60 | 0.86 |
| 0.10 | 1232 | 2.47 | 0.47 | 0.89 |
| 0.20 | 1717 | 3.31 | 0.35 | 0.94 |

## Why the stored heat grows as the temperature squared

Let $g$ be the density of electron states per energy and volume, both spins included, and measure the energy $\varepsilon$ from the Fermi level. If $g$ is constant over the thermal window, the chemical potential stays at $\varepsilon=0$, because as many states empty below it as fill above it. With $f=1/(e^{\varepsilon/kT_e}+1)$ we have $\partial f/\partial T_e=(\varepsilon/T_e)(-\partial f/\partial\varepsilon)$. Putting $x=\varepsilon/kT_e$,

$$C_e=g\int\varepsilon\frac{\partial f}{\partial T_e}d\varepsilon
=gk^2T_e\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx.$$

The integrand is even. Integration by parts turns the integral into $4\int_0^\infty x\,dx/(e^x+1)$. Expanding the denominator in powers of $e^{-x}$ gives $4(1-1/4+1/9-\dots)=4\pi^2/12$. Hence

$$C_e=\gamma T_e,\qquad \gamma=\frac{\pi^2}{3}k^2g.$$

The number of electrons able to take up heat grows as $kT_e$, and so does the energy each one takes. The stored heat therefore grows as $T_e^2$.

## Why the outflow grows only as the temperature

An electron at energy $\varepsilon$ can emit a phonon of angular frequency $\Omega$ and drop to $\varepsilon'=\varepsilon-\hbar\Omega$. By the golden rule its emission rate in the interval $d\Omega$ is $2\pi\alpha^2F(\Omega)\,d\Omega\,(N+1)[1-f(\varepsilon')]$. Here $\alpha^2F$ is the phonon density weighted by the coupling strength, taken as independent of electron energy, and $N$ is the Bose occupation at $T_l$. Absorption is the reverse process. The net heat flow to the lattice is

$$P=2\pi g\int d\Omega\,\alpha^2F\,\hbar\Omega\int d\varepsilon\,[A(N+1)-BN],$$

with $A=f(1-f')$, $B=f'(1-f)$ and $f'=f(\varepsilon')$.

Since $f/(1-f)=e^{-\varepsilon/kT_e}$, the ratio $B/A$ is $e^{\hbar\Omega/kT_e}$. Also $B-A=f'-f$. Solving these two relations gives $A=(f'-f)n_e$ and $B=(f'-f)(n_e+1)$, where $n_e=1/(e^{\hbar\Omega/kT_e}-1)$ is the Bose function at the electron temperature. The bracket becomes

$$(f'-f)[n_e(N+1)-(n_e+1)N]=(f'-f)(n_e-N).$$

The function $f'$ is $f$ shifted by $\hbar\Omega$. Since $f$ is a step of unit height, $\int(f'-f)d\varepsilon=\hbar\Omega$ at any $T_e$. Thus

$$P=2\pi g\int d\Omega\,\alpha^2F(\Omega)(\hbar\Omega)^2[n_e-N].$$

For $kT\gg\hbar\Omega$ the Bose function is $kT/\hbar\Omega-1/2+\hbar\Omega/(12kT)$ to this order, so

$$n_e-N=\frac{k(T_e-T_l)}{\hbar\Omega}\left[1-\frac{(\hbar\Omega)^2}{12k^2T_eT_l}\right].$$

The leading term gives $P=G(T_e-T_l)$. With the usual moments $\lambda=2\int\alpha^2F\,d\Omega/\Omega$ and $\lambda\langle\Omega^2\rangle=2\int\alpha^2F\,\Omega\,d\Omega$,

$$G=2\pi g\hbar k\int\alpha^2F\,\Omega\,d\Omega=\pi\hbar kg\lambda\langle\Omega^2\rangle.$$

No electron temperature remains in $G$. Physically, $A$ by itself counts spontaneous emission. Integrated over energy it gives $\hbar\Omega n_e\approx kT_e$, so the number of electrons able to drop by one phonon energy grows linearly with $T_e$. Each event still removes the same $\hbar\Omega$. Heating the electrons enlarges the store in two ways, through more carriers and more energy per carrier, but enlarges the outflow only through the number of carriers.

The bracketed correction is small here. Take $\alpha^2F\propto\Omega^2$ up to a cutoff $\Omega_D$, with $\hbar\Omega_D/k=170$ K. The average of $\Omega^2$ weighted by $\alpha^2F\,\Omega$ is $(1/6)/(1/4)=2/3$ of $\Omega_D^2$, so the relative correction is $-170^2/(18T_eT_l)$. At the start it is −1.1% for the weakest pulse and −0.3% for the strongest. A brute-force sum over electron energies agrees with the reduced formula for $P$ to better than one part in a million at $(T_e,T_l)=(500,300)$, $(1700,300)$ and $(40,20)$ K.

## Faster in kelvin, slower in proportion

At the start $T_l=T_i$, so the heat balance gives

$$-\frac{dT_e}{dt}=\frac{G}{\gamma}\left(1-\frac{T_i}{T_0}\right).$$

This speed rises with excitation and saturates at $G/\gamma=357$ K/ps. For the strongest pulse it is $357(1-300/1717)=295$ K/ps. The heat flow $G(T_0-T_i)$ does not saturate within the model. It rises from $4.6\times10^{18}$ to $3.5\times10^{19}$ W/m³ between the weakest and strongest pulses.

Relaxation compares the flow with what must be removed. Dividing the initial flow by the excess electron energy,

$$\frac{G(T_0-T_i)}{\gamma(T_0^2-T_i^2)/2}=\frac{2G}{\gamma(T_0+T_i)},$$

shows that the fractional loss falls as the electrons get hotter. This is the sense in which strong excitation slows the cooling.

The time follows in one line if the lattice is held at $T_i$. Separating variables and writing $T/(T-T_i)=1+T_i/(T-T_i)$,

$$t=\frac{\gamma}{G}\int_T^{T_0}\frac{T'dT'}{T'-T_i}
=\frac{\gamma}{G}\left[T_0-T+T_i\ln\frac{T_0-T_i}{T-T_i}\right].$$

At the 1/e point $T-T_i=(T_0-T_i)/e$, so the logarithm is 1 and

$$t_e=\frac{\gamma}{G}\left[\left(1-\frac1e\right)(T_0-T_i)+T_i\right].$$

For a vanishing pulse this is $\gamma T_i/G=0.84$ ps, the ordinary exponential time. For $T_0\gg T_i$ it grows in proportion to $T_0$, hence as $\sqrt U$. At 0.20 mJ/cm² it gives $(0.632\times1417+300)/357=3.35$ ps. The example has not quite reached the square-root regime: between 0.10 and 0.20 mJ/cm² the computed time grows as fluence to the power 0.43.

## Does lattice heating change the conclusion?

The strongest pulse warms the lattice to 340 K. Energy conservation gives $T_l=T_i+\gamma(T_0^2-T_e^2)/(2C_l)$. With $K=2C_l/\gamma$,

$$T_e-T_l=\frac{T_e^2+KT_e-T_0^2-KT_i}{K}=\frac{(T_e-T_f)(T_e+T_b)}{K}.$$

The positive root is the final temperature, and comparing coefficients gives

$$T_b=T_f+K,\qquad T_f^2+KT_f=T_0^2+KT_i.$$

Since $\gamma K=2C_l$, the electron equation becomes

$$\frac{dT_e}{dt}=-\frac{G}{2C_l}\frac{(T_e-T_f)(T_e+T_b)}{T_e}.$$

Separating variables and using

$$\frac{T}{(T-T_f)(T+T_b)}=\frac{1}{T_f+T_b}\left[\frac{T_f}{T-T_f}+\frac{T_b}{T+T_b}\right],$$

the integral from $T_1=T_f+(T_0-T_f)/e$ to $T_0$ gives

$$t_e=\frac{2C_l}{G(T_f+T_b)}\left[T_f+T_b\ln\frac{T_0+T_b}{T_1+T_b}\right].$$

For the strongest pulse this is 3.31 ps, against 3.35 ps with the lattice held.

The rise with excitation survives for any positive constants in these equations. Let $x=(T-T_f)/(T_0-T_f)$ be the remaining fraction of the excess. Then

$$t_e=\frac{2C_l}{G}\int_{1/e}^{1}\frac{dx}{x}\,\frac{r}{1+r},\qquad r=\frac{(1-x)T_f+xT_0}{T_f+K}.$$

It suffices that $r$ grows with $T_0$ at fixed $x$. Differentiating the equation for $T_f$ gives $dT_f/dT_0=2T_0/(2T_f+K)>0$, so $T_f/(T_f+K)$ grows. The derivative of $T_0/(T_f+K)$ has the sign of

$$(T_f+K)(2T_f+K)-2T_0^2=K^2+KT_f+2KT_i>0,$$

where $T_0^2=T_f^2+KT_f-KT_i$ was inserted. Both parts of $r$ grow, and therefore $t_e$ does.

The tail behaves differently. Near $T_f$ the heat capacity is nearly $\gamma T_f$, and subtracting the two heat equations gives

$$\frac{d(T_e-T_l)}{dt}=-G\left(\frac1{\gamma T_f}+\frac1{C_l}\right)(T_e-T_l).$$

The tail time is the inverse of the coefficient. It depends on the pulse only through $T_f$ and rises by 12% across the table, while $t_e$ nearly triples. (The numerical output lists 0.945 ps for the strongest pulse, against 0.942 ps from this formula, because it measures the decay between 10 and 11 ps, when the electrons are still slightly above $T_f$.) The slowing belongs mainly to the early, hot stage.

## Which ingredient is responsible?

The cause can be isolated by changing the laws while keeping the two initial temperatures, 483 and 1717 K, and the values of $C_e$ and $G$ at 300 K. With $C_e\propto T_e$ and constant $G$, the ratio of the two relaxation times is 2.87. With constant $C_e$ and $G$ it is 1.00: the equations are then linear, so the size of the excess drops out.

If both $C_e$ and $G$ grow as $T_e$, the ratio is 0.99. The growing heat capacity is compensated by the growing coupling. The small departure from 1 has the sign expected from lattice heating. The lattice starts below $T_f$, which increases the initial decay rate of $T_e-T_f$ by $(T_f-T_i)/(T_0-T_f)$, or 2.9% for the strong pulse and 1.1% for the weak one. Linear heat capacity thus slows relaxation provided the coupling rises clearly more slowly than $T_e$; with $G\propto T_e^{0.5}$ the ratio is still 1.68, and with $G\propto T_e^{0.9}$ it is 1.10.

In a cold metal it rises faster. If $kT_e\ll\hbar\Omega_D$ and $\alpha^2F\propto\Omega^2$, the substitution $y=\hbar\Omega/kT_e$ in $P$ gives

$$\int\Omega^4n_e\,d\Omega=\left(\frac{kT_e}{\hbar}\right)^5\int_0^\infty\frac{y^4dy}{e^y-1}.$$

The flow is then proportional to $T_e^5-T_l^5$. Its slope grows as $T_e^4$ and the heat capacity only as $T_e$, so the local relaxation time falls as $T_e^{-3}$. With the same $\gamma$ and phonon spectrum and the lattice held at 5 K, the 1/e time is 18.8 ps from 10 K but 5.9 ps from 20 K. Stronger excitation now speeds relaxation. This shows what the equations do, not what a real cold film must do. The electron–electron time estimated in the next section exceeds 500 ps at 20 K and 2000 ps at 10 K, so collisions among the electrons would be far too slow to give them a common temperature during this cooling. A real film would also need a good heat sink for its lattice to stay at 5 K.

## How far the numbers apply to a gold film

The chosen $\gamma$, $G$ and $C_l$ are rough values for gold near room temperature, and picosecond cooling is the right scale for it. The assumption most in doubt is an electron temperature from the first instant. The Quinn–Ferrell free-electron estimate, extended to a warm gas and used here without derivation for size alone, gives an electron–electron relaxation time at the Fermi level, counting scattering both out of and into a state, of

$$\tau_{ee}=\frac{128}{\sqrt3\,\pi^2\omega_p}\left(\frac{E_F}{\pi kT_e}\right)^2,$$

where $\omega_p$ is the plasma frequency and $E_F=5.5$ eV is the Fermi energy for one free electron per atom. It describes small departures from a thermal distribution; reaching such a distribution after the pulse can take longer. For the strongest pulse it is 0.08 ps at 1717 K and 0.32 ps at the 1/e point (846 K), short compared with 3.3 ps. For the weakest it is 0.98 ps at 483 K and 1.7 ps at the 1/e point (368 K), as long as or longer than the calculated cooling time of 1.15 ps. The formula also leaves out screening by the d electrons of gold: a background dielectric constant of 4 to 6.7 in the static screened interaction lengthens all these times by a factor of 2 to 2.6, which narrows the margin for the strong pulse too. The weak-pulse result is therefore the less secure one. The tail times are insecure for every pulse: near $T_f$ the estimate gives 2.0 to 2.5 ps, longer than the tail times themselves. As a crude illustration, adding the estimates at $T_0$, 0.98 and 0.08 ps, to $t_e$ gives 2.1 and 3.4 ps, and lowers the ratio from 2.9 to 1.6. A prediction for weak pulses needs the electron distribution itself, not just a temperature.

Other omissions are smaller here. A 100 fs pulse lets some heat escape during excitation, so the peak excess is 92% of the instantaneous value for the weakest pulse and 97% for the strongest. An electron at the Fermi velocity crosses the film in 14 fs, which supports uniform heating through the thickness. With a rough interface conductance $h=10^8$ W/(m² K) and film thickness $d$, the substrate cools the film in about $C_ld/h=500$ ps. Even black-body emission from both faces at 1717 K would be about $10^{-6}$ of the heat flow to the lattice.

At high temperature the d electrons of gold invalidate the constant density of states. For a box-shaped d band 2 to 7 eV below the Fermi level, with equal coupling for all states, the heat capacity at 1717 K changes by less than 0.1%. At 5000 K it is 1.57 times $\gamma T_e$, and the coupling is 1.51 times $G$. The two changes nearly cancel in $C_e/G$, but this rests on the box shape, the position of its upper edge and equal coupling, and should not be relied on for a real band. Shifting the same box so that its upper edge lies 1.5 eV below the Fermi level gives factors of 2.00 and 2.44 at 5000 K, and a 1% change of the heat capacity at 1717 K.

## What to do about it

**State which rate is meant.** Initial speed, 1/e time and tail time respond differently to fluence. The 1/e time above also refers to temperature. Suppose a probe signal followed the excess electron energy instead. For $T_0\gg T_i$ and a cold lattice, it would reach 1/e at $T_e=T_0/\sqrt e$, after $(\gamma/G)T_0(1-1/\sqrt e)$. That is $0.393/0.632=0.62$ of the temperature-based time. At the fluences of the example, where $T_0$ is not so far above $T_i$, the two times lie closer together.

**Use a fluence series to find the coupling.** With thermalised electrons, little lattice heating and no d-band excitation, $t_e$ plotted against $T_0$ is a line of slope $(1-1/e)\gamma/G$. The two strongest pulses give $(3.314-2.467)/(1716.7-1232.3)=1.75\times10^{-3}$ ps/K, and hence, without rounding the slope first, $G/\gamma=362$ K/ps. The input was 357 K/ps, so neglecting lattice heating costs about 1%. Finding $T_0$ from the absorbed energy requires $\gamma$, so the series yields $G$ once $\gamma$ is known. The times must be temperature-based. A signal that follows the excess energy has to be converted to temperature first; used directly, it would give a slope smaller by roughly the factor 0.62 found above, and so a coupling about 60% too large.

**Lower the energy density if fast electron cooling matters.** At fixed absorbed fluence, doubling the thickness halves $U$ if heating remains uniform. For 0.20 mJ/cm² in 40 nm instead of 20 nm, the model time falls from 3.31 to 2.47 ps. This applies near room temperature and above, as long as the electrons thermalise much faster than they cool and the d electrons are not excited; the idealised cold example shows the opposite trend. The gain is in the cooling of the electrons towards the lattice. The later heat loss to the substrate becomes slower, because its time $C_ld/h$ doubles with the thickness.

The unrounded values are in the numerical output below.

## Numbers as computed

```
INPUTS (rough typical values for a gold film)
gamma = 70 J/(m^3 K^2); G = 2.50e+16 W/(m^3 K)
Cl = 2.50e+06 J/(m^3 K); start Ti = 300 K; thickness = 20 nm
Debye temperature = 170 K; atom density = 59 per nm^3
d band from 2 to 7 eV below the Fermi level
substrate conductance = 1.0e+08 W/(m^2 K); pulse = 100 fs
DERIVED
density of states = 0.303 states/(eV atom); implied lambda = 0.198
limiting cooling speed G/gamma = 357.1 K/ps
weak-pulse time gamma*Ti/G = 0.840 ps
F mJ/cm^2 | U J/cm^3 | T0 K | Tf K | 1/e time ps | same, lattice held ps
0.01 | 5.0 | 482.6 | 302.0 | 1.154 | 1.163
0.05 | 25.0 | 896.8 | 309.9 | 1.880 | 1.896
0.10 | 50.0 | 1232.3 | 319.8 | 2.467 | 2.490
0.20 | 100.0 | 1716.7 | 339.6 | 3.314 | 3.348
F mJ/cm^2 | start speed K/ps | energy loss 1/ps | flow W/m^3 | tail ps
0.01 | 135.1 | 0.913 | 4.564e+18 | 0.838
0.05 | 237.7 | 0.597 | 1.492e+19 | 0.860
0.10 | 270.2 | 0.466 | 2.331e+19 | 0.888
0.20 | 294.7 | 0.354 | 3.542e+19 | 0.945
local exponent of time in fluence, 0.1 to 0.2 mJ/cm^2 = 0.426
RATIO OF 1/e TIMES, strongest to weakest T0
Ce ~ Te, G constant: 2.873
Ce constant, G constant: 1.000
Ce ~ Te, G ~ Te: 0.989
COLD METAL, lattice held at 5 K
1/e time from 10 K = 18.8 ps; from 20 K = 5.9 ps
exponent of heat flow in Te, 5 to 10 K = 5.000
NEGLECTED EFFECTS
weakest: golden-rule flow / G(T0-Ti) = 0.9890
weakest: electron-electron time at T0 = 0.978 ps
weakest: peak excess with finite pulse / instant = 0.917
strongest: golden-rule flow / G(T0-Ti) = 0.9969
strongest: electron-electron time at T0 = 0.077 ps
strongest: peak excess with finite pulse / instant = 0.971
d band at strongest T0: Ce ratio 1.0006, G ratio 1.0001
d band at 5000 K: Ce ratio 1.57, G ratio 1.51
free-electron Fermi energy = 5.53 eV; film crossing = 14.3 fs
heat loss time to substrate = 500 ps
black-body loss, two faces / electron-lattice flow = 1.4e-06
```
